# First-nucleation time in a nanometre-sized phase-change cell

## Question

A cube of amorphous phase-change material has edge \(L=10\) nm. Crystal nuclei form in its interior at a rate \(J=10^{26}\ \mathrm{m^{-3}\,s^{-1}}\), constant in time and uniform in space. Nucleation events are independent, and no nucleus is present at \(t=0\). A nucleus means a crystalline cluster large enough that its return to the amorphous state can be neglected.

## (a) Mean time

**Derive the probability \(S(t)\) that the cube holds no nucleus at time \(t\), and calculate the mean time of the first nucleation.**

**Answer.** Divide the volume \(V=L^3\) into small subcells \(\delta v\). In a short time \(dt\) each nucleates with probability \(J\,\delta v\,dt\). The events are independent, so the probability that none of the \(V/\delta v\) subcells nucleates is, to first order in \(dt\),

\[
1-\frac{V}{\delta v}\,J\,\delta v\,dt=1-JV\,dt .
\]

The cube is empty at \(t+dt\) if it was empty at \(t\) and nothing happened since:

\[
S(t+dt)=S(t)(1-JV\,dt)\ \Rightarrow\ \frac{dS}{dt}=-JV\,S\ \Rightarrow\ S(t)=e^{-JVt},
\]

where \(S(0)=1\) fixes the constant. The probability density of the first-nucleation time is \(-dS/dt\), the rate at which empty cubes are lost. Integration by parts gives

\[
\langle t\rangle=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\big[-tS\big]_0^\infty+\int_0^\infty S\,dt=\frac{1}{JV}.
\]

The boundary term vanishes at zero because of the factor \(t\), and at infinity because \(S\) decays exponentially. With \(V=(10^{-8}\ \mathrm{m})^3=10^{-24}\ \mathrm{m^3}\),

\[
JV=10^{26}\times10^{-24}\ \mathrm{s^{-1}}=100\ \mathrm{s^{-1}},\qquad \langle t\rangle=0.0100\ \mathrm{s}=10.0\ \mathrm{ms}.
\]

## (b) Spread between cells

**Find the standard deviation, the median and the time by which 10 % of such cubes have nucleated. What happens to the mean if the edge is doubled at fixed \(J\)?**

**Answer.** Two integrations by parts give

\[
\langle t^2\rangle=2\int_0^\infty tS\,dt=\frac{2}{(JV)^2},\qquad
\sigma^2=\langle t^2\rangle-\langle t\rangle^2=\frac{1}{(JV)^2}.
\]

The standard deviation therefore equals the mean, 10 ms. A fraction \(p\) has nucleated when \(1-e^{-JVt}=p\), that is, at

\[
t_p=-\frac{\ln(1-p)}{JV}.
\]

This gives a median of 6.93 ms and a 10 % time of 1.05 ms. At the mean time a fraction \(e^{-1}=0.368\) of the cubes is still without a nucleus, so 10 ms is an average over many cells and not a delay that each cell respects. Doubling the edge multiplies \(V\) by eight and reduces the mean to 1.25 ms.

A random simulation tests this law. It used 20 000 cubes, each divided into 125 subcells of edge 2 nm, with independent trials every 0.01 ms. The mean was 9.88 ms and the standard deviation 9.83 ms. The expected statistical error of the mean is \(10/\sqrt{20\,000}=0.07\) ms, so the deviation of 0.12 ms is 1.7 standard errors.

## (c) When is the rate steady?

**Let a crystalline cluster of \(n\) atoms have energy \(W(n)=an^{2/3}-n\Delta\mu\). Take \(T=450\) K (\(kT=0.0388\) eV), \(a=0.204\) eV, \(\Delta\mu=0.04\) eV and atomic volume \(v=0.03\ \mathrm{nm^3}\). Clusters gain single atoms at rate \(k_n=4n^{2/3}\nu\,e^{-[W(n+1)-W(n)]/2kT}\) and lose them at the rate set by detailed balance. Derive the steady rate, and decide whether the delay in reaching it matters.**

**Answer.** Here \(a=\gamma(36\pi)^{1/3}v^{2/3}\) is the surface term of a sphere with interface energy \(\gamma=0.07\ \mathrm{J/m^2}\). Setting \(W'(n)=\tfrac23an^{-1/3}-\Delta\mu=0\) gives

\[
n^*=\left(\frac{2a}{3\Delta\mu}\right)^3=39.3 .
\]

At this size \(an^{*2/3}=\tfrac32n^*\Delta\mu\), hence

\[
W^*=\tfrac12n^*\Delta\mu=0.786\ \mathrm{eV}=20.3\,kT .
\]

Let \(N_n\) be the number of \(n\)-clusters per volume, \(N_n^{\rm eq}=v^{-1}e^{-W(n)/kT}\) its equilibrium value in this model, and \(y_n=N_n/N_n^{\rm eq}\). Detailed balance means that the loss rate \(g_{n+1}\) obeys \(g_{n+1}N_{n+1}^{\rm eq}=k_nN_n^{\rm eq}\). The net flux from \(n\) to \(n+1\) is therefore

\[
J=k_nN_n-g_{n+1}N_{n+1}=k_nN_n^{\rm eq}(y_n-y_{n+1}).
\]

In the steady state \(J\) is the same for all \(n\). Divide by \(k_nN_n^{\rm eq}\) and sum. The differences telescope from \(y=1\) at the atomic reservoir to \(y=0\) at a size well past the barrier, where clusters are counted and removed:

\[
\frac1J=\sum_n\frac{1}{k_nN_n^{\rm eq}} .
\]

The terms form a broad peak near \(n^*\), about 25 atoms wide at half height. At \(n^*\), \(W''=-\tfrac29an^{*-4/3}=-\tfrac23W^*/n^{*2}\), because \(an^{*2/3}=3W^*\). Replacing the sum by a Gaussian integral gives

\[
\frac1J\simeq\frac{v\,e^{W^*/kT}}{k^*}\sqrt{\frac{2\pi kT}{|W''|}},
\]

\[
J\simeq\frac{k^*Z}{v}\,e^{-W^*/kT},\qquad Z=\sqrt{\frac{W^*}{3\pi kT\,n^{*2}}}=0.0373,
\]

with \(k^*=4n^{*2/3}\nu\). The jump rate \(\nu=1.12\times10^6\ \mathrm{s^{-1}}\) is chosen so that the full cluster equations reproduce the given \(J\); the model does not predict \(J\). For the same \(\nu\), the Gaussian formula exceeds the full solution by 1.5 %.

Suppose that no clusters exist at \(t=0\). Clusters start from the reservoir at random and evolve independently, so the number of nuclei formed by time \(t\) is Poisson distributed with some mean \(M(t)\), and \(S=e^{-M}\). Write \(M=JV[t-\delta(t)]\), where \(\delta\) rises from zero to a constant \(\tau\), the lag. For \(JV\tau\ll1\), expansion to first order gives

\[
\langle t\rangle\simeq\int_0^\infty e^{-JVt}\,[1+JV\delta(t)]\,dt\simeq\frac1{JV}+\tau,
\]

since \(\delta\) has reached \(\tau\) during nearly all of the integration range. The cluster equations, with a nucleus counted at 93 atoms (where \(W\) has fallen \(8\,kT\) below the barrier top), give \(\tau=0.0079\) ms. Direct integration of \(e^{-M}\) gives a mean of 10.008 ms, in agreement. For this \(\nu\), the steady rate is thus well justified for the mean.

It is not justified for the earliest cells. The steady law puts the time for one cell in a million at \(1.0\times10^{-5}\) ms, while the cluster solution gives \(4.1\times10^{-3}\) ms, about 400 times later. This factor depends on the size at which a nucleus is counted: at 200 atoms instead of 93 it is about 600.

The size of the lag can be estimated. Near the barrier top a cluster performs a random walk in size at rate \(k^*\) over a width of about \(1/Z\), so \(\tau\sim1/(k^*Z^2)\). Eliminating \(k^*\) with the formula for \(J\),

\[
JV\tau\sim\frac{V}{vZ}\,e^{-W^*/kT}.
\]

At fixed \(J\) and \(V\), a lower barrier therefore means a longer lag. Raising \(\Delta\mu\) to 0.06 eV, with \(\nu\) readjusted to keep \(J\) and \(a\), \(T\) and \(v\) held, lowers the barrier to \(9.0\,kT\). With a nucleus again counted \(8\,kT\) below the barrier top, now at 38 atoms, the lag becomes 241 ms and the mean first time 172 ms instead of 10 ms. Both depend on the counted size: at 93 atoms they are 332 ms and 256 ms. The mean is shorter than the lag because \(\tau\) is the intercept of the late-time line, not a dead time: some nuclei form while the flux is still rising.

## (d) Nucleated is not yet crystallized

**Find the growth speed of a large crystal in the same model, and compare the time to fill the cube with the nucleation wait.**

**Answer.** For large \(n\), \(W(n+1)-W(n)\to-\Delta\mu\). The gain rate is then \(4n^{2/3}\nu e^{\Delta\mu/2kT}\) and the loss rate \(4n^{2/3}\nu e^{-\Delta\mu/2kT}\), so

\[
\frac{dn}{dt}=8n^{2/3}\nu\sinh\frac{\Delta\mu}{2kT}.
\]

From \(nv=4\pi r^3/3\) follow \(v\,dn=4\pi r^2dr\) and \(n^{2/3}=(4\pi/3v)^{2/3}r^2\). The factors \(r^2\) cancel:

\[
u=\frac{dr}{dt}=\frac{v}{4\pi}\left(\frac{4\pi}{3v}\right)^{2/3}8\nu\sinh\frac{\Delta\mu}{2kT}=3.1\times10^5\ \mathrm{nm/s}.
\]

A nucleus in a corner must reach the opposite corner, \(\sqrt3L=17.3\) nm away. Summing \(1/(k_n-g_n)\) from the counted size up to a sphere of that radius, which includes the slower growth of small crystals, gives 0.063 ms. In this model nucleation sets the crystallization time. For a crystal that grows from a corner at constant speed, the order is reversed if that speed is below \(17.3\ \mathrm{nm}/0.010\ \mathrm{s}\approx1730\) nm/s.

## (e) Walls

**Estimate the mean time (i) if the walls repel the crystal, and (ii) if the crystal meets all six walls at a contact angle \(\theta\) of 120° or 150°.**

**Answer.** (i) A critical nucleus has radius \(r^*=(3n^*v/4\pi)^{1/3}=0.655\) nm. If it must fit inside as a whole sphere, its centre is confined to a cube of edge \(L-2r^*\). The usable fraction of the volume is \((1-0.131)^3=0.656\). With \(J\) unchanged in the usable part, the mean rises to \(10/0.656=15.2\) ms.

(ii) Let \(c=\cos\theta\), measured inside the crystal. A cap of radius \(r\) has curved area \(2\pi r^2(1-c)\), base area \(\pi r^2(1-c^2)\) and volume

\[
\int_{rc}^{r}\pi(r^2-z^2)\,dz=\frac{\pi r^3}{3}(2-3c+c^3)=\frac{\pi r^3}{3}(2+c)(1-c)^2 .
\]

By Young's equation, replacing amorphous material by crystal at the wall costs \(-\gamma c\) per area. The total surface energy is

\[
\gamma\pi r^2(1-c)\,[2-c(1+c)]=\gamma\pi r^2(2+c)(1-c)^2 .
\]

Both results are those of a full sphere multiplied by the same factor

\[
f=\tfrac14(2+c)(1-c)^2 .
\]

The critical radius is therefore unchanged and the barrier becomes \(fW^*\). One atomic layer of thickness \(d=v^{1/3}=0.311\) nm on six faces holds a fraction \(6d/L\) of the sites. With equal kinetic prefactors, an assumption that makes this an estimate,

\[
\frac{\text{wall rate}}{\text{bulk rate}}=\frac{6d}{L}\,e^{(1-f)W^*/kT}.
\]

For 120°, \(f=0.844\) and the ratio is 4.4. Independent rates add, so the faces alone bring the mean down to \(10/(1+4.43)=1.8\) ms. For 150°, \(f=0.987\), the ratio is 0.24 and the mean is 8.1 ms. These means keep the full bulk rate. Whole spheres away from the walls must still fit inside, as in (i); reducing the bulk part to 0.656 gives \(10/(0.656+4.43)=2.0\) ms for 120° and \(10/(0.656+0.24)=11\) ms for 150°. For 150° the estimate therefore does not decide whether the walls shorten or lengthen the wait.

The cube also has 12 edges and 8 corners, where a nucleus touches two or three walls. The barrier factor is again the fraction of the sphere that the walls leave. For 120° it is about 0.70 at an edge and 0.58 at a corner. With \(12(d/L)^2\) and \(8(d/L)^3\) as the fractions of sites, edges and corners add about 4.8 and 1.3 times the bulk rate. Together they outweigh the faces, and the mean for 120° falls to about 0.9 ms. For 150° they change the mean by only about 2 %.

## (f) Temperature, and a real cell

**By what factor does the mean change if the cell is 10 K hotter and \(J\) has a local activation energy \(E=2.5\) eV? Which assumptions matter most in a device?**

**Answer.** With \(J\propto e^{-E/kT}\) over this narrow range,

\[
\frac{J(460\ \mathrm K)}{J(450\ \mathrm K)}=\exp\left[\frac{E}{kT_1}\left(1-\frac{T_1}{T_2}\right)\right]=\exp\left[\frac{2.5}{0.0388}\times\frac{10}{460}\right]\approx4.06,
\]

and the mean falls to 2.5 ms.

The material parameters are round values chosen for illustration; they describe no particular compound. The given \(J\) is high for a memory cell that must keep its data: if \(E=2.5\) eV held down to 85 °C, a mean wait of 10 ms at 450 K would correspond to only about two days there. A 10 nm cube is small beside active regions of some tens of nanometres, and a larger volume nucleates sooner at the same \(J\). Real cells have electrodes and dielectric walls. The estimates above give means from about 0.9 to 15 ms, but only for the walls considered there. The wait depends steeply on the contact angle: at 90°, \(f=\tfrac12\) and the same formula makes the wall rate several thousand times the bulk rate. The model's growth speed also deserves caution, because it follows from the fitted \(\nu\) and not from a measurement; growth in a real glass may be much slower. At a constant 100 nm/s, for example, filling the cube from a corner would take about 170 ms. Further nuclei would form meanwhile, so nucleation and growth together would set the crystallization time. The lag would matter too. In the model \(u\), \(1/\tau\) and \(J\) are all proportional to \(\nu\), so slowing growth to 100 nm/s through \(\nu\) alone would also lower \(J\) about 3100 times. Keeping the given \(J\) then requires a lower barrier. If the interface energy is reduced for this purpose, to \(a=0.172\) eV, the lag is about 20 ms and the mean first time about 28 ms with a nucleus counted at 67 atoms, \(8\,kT\) below the barrier top; counted at 93 atoms they are about 22 and 30 ms. The 10 ms would then be the mean wait only if the given rate \(J\) were already established at \(t=0\). A quenched glass may also inherit clusters from its preparation, which breaks the starting condition of parts (a) and (c). Most of the computed values are collected in the numerical output.

## Calculated quantities

```
nucleation rate J = 1.0e+26 m^-3 s^-1
cube edge = 10 nm
cube volume = 1.00e-24 m^3
event rate J V = 100.0 s^-1
mean first-nucleation time = 0.0100 s = 10.00 ms
mean from explicit survival sum = 10.005 ms
mean from random trials = 9.88 ms
standard deviation from random trials = 9.83 ms
median time = 6.93 ms
time for 10 percent nucleated = 1.05 ms
fraction without nucleus at the mean time = 0.368
mean for doubled edge = 1.25 ms
temperature = 450 K, kT = 0.0388 eV
interface energy = 0.07 J/m^2
atomic volume = 0.03 nm^3
driving energy = 0.04 eV per atom
surface coefficient a = 0.2040 eV
critical size = 39.3 atoms, radius = 0.655 nm
barrier = 0.786 eV, barrier/kT = 20.3
Zeldovich factor = 0.0373
barrier-formula flux / cluster-solution flux = 1.015
atomic jump rate set by J = 1.12e+06 s^-1
size counted as nucleated = 93 atoms
lag = 0.0079 ms
mean first time with lag = 10.008 ms
1 ppm nucleated, steady formula = 1.00e-05 ms
1 ppm nucleated, with lag = 4.06e-03 ms
low-barrier case: driving energy = 0.06 eV per atom
low-barrier case: barrier/kT = 9.0
low-barrier case: lag = 241.4 ms
low-barrier case: mean first time = 171.9 ms
model flat-front growth speed = 3.11e+05 nm/s
time to fill cube from a corner = 0.0627 ms
growth speed filling cube in the mean time = 1732 nm/s
non-wetting walls: usable volume fraction = 0.656
non-wetting walls: mean time = 15.2 ms
atomic spacing d = 0.311 nm
contact angle 120 deg: barrier factor = 0.844
contact angle 120 deg: wall/bulk rate = 4.43
contact angle 120 deg: mean time = 1.84 ms
contact angle 150 deg: barrier factor = 0.987
contact angle 150 deg: wall/bulk rate = 0.24
contact angle 150 deg: mean time = 8.05 ms
local activation energy = 2.5 eV
rate factor for heating to 460 K = 4.06
mean time at 460 K = 2.46 ms
```
